# Density of a Stellar Atmosphere from Its Last Resolved Balmer Line

## Problem

The Balmer lines are transitions between level 2 and a higher level $n$ of hydrogen. In a plasma they become broader and closer together as $n$ rises, and beyond some last $n$ they merge. Let the neighbouring ions act on each atom as a static, locally uniform electric field.

(a) Find the field at which levels $n$ and $n+1$ merge.

(b) Find the characteristic field of randomly placed ions of number density $N$, and hence the dependence of $N$ on the last resolved $n$.

(c) A model atmosphere has $T=10\,000$ K and its last resolved line has $n=16$. Estimate the electron density, and judge the reliability of the estimate.

**Conventions.** The derivation uses atomic units: energies in hartree, lengths in bohr radii $a_0$, and fields in $e/(4\pi\varepsilon_0a_0^2)$. The perturbers are singly charged, independent and unscreened. Fine structure is neglected. "Last resolved" means that the outermost Stark components of $n$ and $n+1$ just meet. This is a chosen criterion, whose effect on the answer is examined below.

## Solution

### (a) Stark shift and merging field

Let the field $F$ give the electron the potential energy $+Fz$. With $\xi=r+z$ and $\eta=r-z$, we have $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$. For states with magnetic quantum number $m=0$,

$$\nabla^2\psi=\frac{4}{\xi+\eta}\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].$$

Multiply the Schrödinger equation $(-\tfrac12\nabla^2-1/r+Fz-E)\psi=0$ by $-(\xi+\eta)/2$:

$$\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)+\left[1+\frac{E(\xi+\eta)}2-\frac{F(\xi^2-\eta^2)}4\right]\psi=0.$$

Put $\psi=u(\xi)v(\eta)$ and $E=-\kappa^2/2$. The equation separates into

$$-(\xi u')'+\left(\frac{\kappa^2\xi}4+\frac{F\xi^2}4\right)u=Z_1u,$$
$$-(\eta v')'+\left(\frac{\kappa^2\eta}4-\frac{F\eta^2}4\right)v=Z_2v,$$

with $Z_1+Z_2=1$.

First take $F=0$ and set $y=\kappa\xi$, $u=e^{-y/2}L(y)$. Differentiation gives

$$(yu')'=e^{-y/2}\left[yL''+(1-y)L'+\left(\frac y4-\frac12\right)L\right].$$

The Laguerre polynomial $L_{n_1}$ obeys $yL''+(1-y)L'=-n_1L$. Therefore $Z_1=\kappa(n_1+\tfrac12)$, and likewise $Z_2=\kappa(n_2+\tfrac12)$. Their sum is $\kappa(n_1+n_2+1)=1$, so $\kappa=1/n$ with $n=n_1+n_2+1$.

The field adds $\pm F\langle y^2\rangle/(4\kappa^2)$ to the separation constants in first order. The functions $e^{-y/2}L_j$ are orthonormal on $0<y<\infty$, and

$$yL_j=(2j+1)L_j-(j+1)L_{j+1}-jL_{j-1}.$$

The squared norm of this expression is

$$\langle y^2\rangle=(2j+1)^2+(j+1)^2+j^2=6j^2+6j+2.$$

In the sum $Z_1+Z_2$ the constants 2 cancel. Since $n_1^2+n_1-n_2^2-n_2=(n_1-n_2)(n_1+n_2+1)$, writing $k=n_1-n_2$ gives

$$\kappa n+\frac{3F}{2\kappa^2}\,kn=1.$$

To first order, $\kappa^2$ in the small term may be replaced by $1/n^2$. Then $\kappa=1/n-\tfrac32Fkn^2$, and $E=-\kappa^2/2$ becomes

$$E=-\frac1{2n^2}+\frac32\,nkF.$$

For $m=0$ the largest and smallest $k$ are $\pm(n-1)$. For $m\ne0$ the factor $e^{im\varphi}$ adds $m^2/(4\xi)$ and $m^2/(4\eta)$ to the brackets of the separated equations, and $u=y^{|m|/2}e^{-y/2}L_{n_1}^{|m|}(y)$ with an associated Laguerre polynomial. Then $Z_1=\kappa\left(n_1+\tfrac{|m|+1}2\right)$, so $n=n_1+n_2+|m|+1$. The recurrence for the normalized functions has diagonal element $2j+|m|+1$ and squared off-diagonal elements $(j+1)(j+|m|+1)$ and $j(j+|m|)$, which gives $\langle y^2\rangle=6j^2+6(|m|+1)j+(|m|+1)(|m|+2)$. The difference between $j=n_1$ and $j=n_2$ is again $6kn$, so the shift is $\tfrac32nkF$ for every $m$. For given $k$, the sum $n_1+n_2$ takes the values $|k|,|k|+2,\dots$ up to at most $n-1$, with $|m|=n-1-n_1-n_2$. Each value counts twice ($\pm m$) unless $m=0$, which gives $n-|k|$ states for each $k$ from $-(n-1)$ to $n-1$. The $m=0$ edges are therefore the edges of the whole level. Diagonalizing $z$ among all states of the levels $n=2,4,6$ confirms both the shifts and these multiplicities.

As $F$ grows, the top of level $n$ rises by $\tfrac32n(n-1)F$ and the bottom of level $n+1$ falls by $\tfrac32(n+1)nF$. The gap closes by the sum,

$$\frac32F\left[n(n-1)+n(n+1)\right]=3n^2F.$$

The zero-field gap is

$$\frac1{2n^2}-\frac1{2(n+1)^2}=\frac{2n+1}{2n^2(n+1)^2}.$$

Equating the two gives the merging field of the linear theory,

$$F=\frac{2n+1}{6n^4(n+1)^2}
=\frac1{3n^5}\,\frac{1+1/(2n)}{(1+1/n)^2}
\simeq\frac1{3n^5}\left(1-\frac3{2n}\right).$$

For large $n$ the merging field is therefore

$$F_m=\frac1{3n^5}.$$

Three powers of $n$ come from the shrinking level spacing and two from the growing Stark shift.

The lower level does not disturb this. Its edge shift is $3F$, against $\tfrac32\cdot16\cdot15\,F=360F$ for $n=16$. Higher orders in $F$ were tested by solving the separated equations numerically without expanding in the field. For $n=10,16,20,40,80$ the crossing field agrees with the linear formula containing the full spacing to within a relative difference of $2/n^2$.

The atom must also still hold its electron at this field. On the negative $z$ axis the potential energy is $-1/|z|-F|z|$. Its maximum lies at $|z|=F^{-1/2}$ and has the value $-2\sqrt F$. To leading order the crossing energy $-1/(2n^2)$ lies below this saddle at $F=F_m$ if

$$\frac1{2n^2}>\frac2{\sqrt3\,n^{5/2}},\qquad\text{that is,}\qquad n>\frac{16}3.$$

For $n=16$ the numerical crossing energy is $-1.850\times10^{-3}$ hartree and the saddle is at $-1.076\times10^{-3}$ hartree. In a uniform field the components therefore meet before classical escape over the barrier becomes possible. If instead one ion at distance $R=F^{-1/2}$ supplies the whole field, the potential energy on the line to the ion is $-1/z-1/(R-z)+1/R$, with its maximum $-3/R=-3\sqrt F$ at $z=R/2$. The same leading-order argument then requires $n>12$, which $n=16$ still satisfies. Tunnelling is left out.

### (b) The normal field and the density law

An ion at distance $r$ produces a field of magnitude $f=1/r^2$. The total field $\mathbf F$ is a vector sum over many ions, and its distribution is found most easily from its characteristic function $A(q)=\langle e^{i\mathbf q\cdot\mathbf F}\rangle$. For $NV$ independent ions in a large volume $V$,

$$A(q)=\left[1-\frac1V\int\left(1-e^{i\mathbf q\cdot\mathbf f}\right)d^3r\right]^{NV}.$$

Averaging over directions replaces $e^{i\mathbf q\cdot\mathbf f}$ by $\sin(qf)/(qf)$. As $V\to\infty$ at fixed $N$, the power becomes an exponential:

$$A(q)=\exp\left[-N\int\left(1-\frac{\sin(qf)}{qf}\right)d^3r\right].$$

Substitute $x=q/r^2$. Then $r=(q/x)^{1/2}$, and after reversing the limits $r^2dr$ becomes $\tfrac12q^{3/2}x^{-5/2}dx$. With the solid angle $4\pi$, the space integral is $2\pi q^{3/2}I$, where

$$I=\int_0^\infty x^{-7/2}(x-\sin x)\,dx.$$

Three integrations by parts, whose boundary terms vanish at both ends, give

$$I=\frac25\int_0^\infty\frac{1-\cos x}{x^{5/2}}dx
=\frac4{15}\int_0^\infty\frac{\sin x}{x^{3/2}}dx
=\frac8{15}\int_0^\infty\frac{\cos x}{x^{1/2}}dx.$$

The last integral is a Fresnel integral equal to $\sqrt{\pi/2}$, so $I=\tfrac4{15}\sqrt{2\pi}$. Hence

$$A(q)=\exp\left[-\frac4{15}N(2\pi q)^{3/2}\right]=e^{-(qF_0)^{3/2}},$$

where the Holtsmark normal field is

$$F_0=f_0N^{2/3},\qquad f_0=2\pi\left(\frac4{15}\right)^{2/3}=2.603.$$

The power $2/3$ reflects the inverse-square field at a distance proportional to $N^{-1/3}$.

The normal field is a scale, and a typical field is larger. Inverting the Fourier transform and integrating over directions gives the probability density of $\beta=F/F_0$:

$$H(\beta)=\frac{2\beta}\pi\int_0^\infty x\sin(\beta x)\,e^{-x^{3/2}}dx.$$

Its maximum is at $\beta=1.61$ and its median at $\beta=2.15$. A fraction 0.891 of the atoms feel a field above $F_0$. Randomly placed ions give 0.890 for the same fraction.

Now set the normal field equal to the merging field:

$$f_0N^{2/3}=\frac1{3n^5}.$$

Raising both sides to the power $3/2$ gives

$$N=C\,n^{-15/2},\qquad C=\frac{(3f_0)^{-3/2}}{a_0^3}=\frac{0.0458}{a_0^3}=3.09\times10^{23}\ \mathrm{cm^{-3}}.$$

In logarithmic form, with $N$ in $\mathrm{cm^{-3}}$,

$$\log_{10}N=23.49-7.5\log_{10}n.$$

This is the large-$n$ law for the stated criterion. The spacing correction from part (a) multiplies $N$ by

$$\left(1-\frac3{2n}\right)^{3/2}\simeq1-\frac9{4n}.$$

Densities obtained from the numerical crossings show the approach to the law. Their local power is $-7.336$ between $n=10$ and 20, and $-7.460$ between $n=40$ and 80.

### (c) The model atmosphere

For $n=16$ the power is $16^{7.5}=2^{30}=1.074\times10^9$. Thus

$$N=\frac{3.092\times10^{23}}{1.074\times10^9}\ \mathrm{cm^{-3}}
=2.9\times10^{14}\ \mathrm{cm^{-3}},$$

or $2.9\times10^{20}\ \mathrm{m^{-3}}$. The merging field is $1/(3\cdot16^5)=3.18\times10^{-7}$ atomic units, about 1600 V/cm. The numerical crossing for $n=16$ lowers the density to $2.5\times10^{14}\ \mathrm{cm^{-3}}$, a factor 0.87. The correction $1-9/(4\cdot16)=0.86$ accounts for this.

**Which particles are counted?** The law gives the density of static perturbers, and a moving particle must pass slowly enough to count as one. At merging, a single perturber that produces $F_m$ is at the distance

$$r_m=F_m^{-1/2}=\sqrt3\,n^{5/2}.$$

At relative speed $v$ its field lasts for a time of order $r_m/v$. Multiply this time by half the level spacing, $1/(2n^3)$, which is the frequency shift that matters for merging:

$$S=\frac{r_m}v\,\frac1{2n^3}=\frac{\sqrt3}{2v\sqrt n}.$$

If $S\gg1$, the atom acquires a large phase shift while the field hardly changes, and the static picture applies. The mean relative speed is $v=\sqrt{8k_BT/(\pi\mu)}$, where $\mu$ is the reduced mass of atom and perturber. At 10 000 K it is 0.00937 for protons and 0.284 for electrons, in atomic units. With $r_m=1774$ bohr and $2n^3=8192$,

$$S_p=\frac{1774}{0.00937\cdot8192}\simeq23,\qquad
S_e=\frac{1774}{0.284\cdot8192}\simeq0.76.$$

Protons are static, while electrons are a borderline case. The gas is taken to be electrically neutral, with protons as its ions, so the proton density equals the electron density $N_e$. Neutral atoms are assumed not to contribute to the field.

- If protons alone are static, $N_e=N=2.9\times10^{14}\ \mathrm{cm^{-3}}$.
- If electrons are static too, $N=2N_e$ and $N_e=1.4\times10^{14}\ \mathrm{cm^{-3}}$.

The corresponding electron pressures $N_ek_BT$ are about 400 and 200 dyn/cm². The condition $S_e=1$ gives $n=3/(4v^2)\simeq9$ at this temperature. Because $S_e$ varies only as $n^{-1/2}$, it stays of order one over the whole useful range at this temperature: about 1.2 at $n=6$ and 0.4 at $n=50$. Electrons are thus never clearly static here, the first choice gains ground only slowly as $n$ grows, and the two values show only part of the uncertainty. The line broadening by fast electron collisions is not included in either, and it need not be small: a rough impact estimate for $n=16$ at this density gives a half-width of the same order as half the level spacing.

**Is the field uniform across the atom?** Only roughly. The outermost states extend to about $2n^2=512$ bohr, which is not very small compared with $r_m=1774$ bohr. The field of a single ion at that distance therefore varies appreciably across the atom. The leading correction lowers both the top of level $n$ and the bottom of level $n+1$, so its effects on the gap partly cancel. For $n=16$ these two shifts are about $-2.5\times10^{-5}$ and $-3.2\times10^{-5}$ hartree, against a zero-field gap of $2.2\times10^{-4}$ hartree. With the full potential of one proton in place of the uniform field, the crossing field falls by about 9% and the density from $2.5\times10^{14}$ to $2.2\times10^{14}\ \mathrm{cm^{-3}}$. The uniform field remains an approximation that adds to the uncertainty.

**How much does the criterion matter?** Suppose the merging field is equated to $\beta F_0$ instead of $F_0$. Then $N^{2/3}$ is divided by $\beta$, and $C$ is multiplied by $\beta^{-3/2}$. A typical field thus merges the levels at a lower density.

A second change works the other way. The outermost components are single states, and most states of a level shift less. Weighting all $n^2$ states equally, with $n-|k|$ states for each $k$, gives

$$\langle k^2\rangle=\frac2{n^2}\sum_{k=1}^{n-1}(nk^2-k^3)
=2(n-1)\left[\frac{2n-1}6-\frac{n-1}4\right]=\frac{n^2-1}6.$$

For large $n$ the rms shift is the edge shift divided by $\sqrt6$. If the rms shifts are required to close the gap, the field must be $\sqrt6$ times larger and the density $6^{3/4}$ times larger. Equal weights are not line intensities, so this case measures sensitivity and is not a better model of the spectrum.

| Field and shift used | Factor on $C$ | $N$ for $n=16$ (cm⁻³) |
|---|---:|---:|
| $F_0$, edge | 1 | $2.9\times10^{14}$ |
| Most probable, edge | 0.49 | $1.4\times10^{14}$ |
| Median, edge | 0.32 | $0.9\times10^{14}$ |
| $F_0$, rms | 3.83 | $11\times10^{14}$ |

All rows use the large-$n$ law and factors. At $n=16$ the full level spacing and the finite-$n$ rms shifts lower the last entry to about $9\times10^{14}\ \mathrm{cm^{-3}}$. The highest and lowest entries in the table differ by a factor of about 12. The power of $n$ is the same in all four rows at large $n$, because the changes affect only numerical factors. Ratios of densities between similar atmospheres are therefore less dependent on the criterion than a single absolute density.

The reading of the spectrum adds its own uncertainty. If the last line is 15 instead of 16, the density rises by a factor 1.62. If it is 17, the factor is 0.63. Because $n$ varies only as $N^{-2/15}$, it responds weakly to density: doubling $N$ lowers the estimated $n$ from 16 to only 14.6. A small error in identifying the last line therefore becomes a large error in the density.

**Is screening important?** The ion-sphere radius, defined by $4\pi R^3N/3=1$, is $9.4\times10^{-6}$ cm. The electron Debye length $\lambda_D$, evaluated with $N_e=N$, is $4.1\times10^{-5}$ cm. Their ratio is 0.23. A screened potential $e^{-r/\lambda_D}/r$ has the field

$$\frac1{r^2}\left(1+\frac r{\lambda_D}\right)e^{-r/\lambda_D}.$$

At one ion-sphere radius the factor multiplying $1/r^2$ is $1.23\,e^{-0.23}=0.98$. At three radii it is $1.69\,e^{-0.69}=0.85$. Nearby ions are little affected and distant ones more so. The effect on the field distribution is larger than these factors suggest, because many distant ions contribute. Repeating the characteristic-function calculation with the screened field moves the most probable $\beta$ from 1.61 to 1.34 and the median from 2.15 to 1.91, which raises the densities inferred from them by about 30% and 20%. Neglecting screening is acceptable only because the criterion is uncertain by much more.

**Could thermal motion blend the lines first?** The lines 2–16 and 2–17 have vacuum wavelengths 370.49 and 369.82 nm, a gap of 0.67 nm. The thermal Doppler full width at half maximum is 0.026 nm, about 25 times smaller. Doppler broadening does not end the series at $n=16$.

It does set a low-density limit to the method. Near the series limit the wavelength is almost constant, so the gap falls as $n^{-3}$ while the Doppler width stays nearly fixed. The two become equal when $n$ has grown by a factor of about $25^{1/3}\simeq2.9$, at roughly $n=48$. The density law would assign $N\simeq8\times10^{10}\ \mathrm{cm^{-3}}$ to that line. At 10 000 K and much lower densities, the last visible line no longer measures the density.

### A few densities

Inverting the law gives

$$n=\left(\frac CN\right)^{2/15}.$$

The result is generally not an integer. In the large-$n$ law, its integer part is the last level whose upper edge has not passed the lower edge of the next level. For example, at $n=13.6$ level 13 is still separate from level 14, but level 14 has merged with level 15.

| $N$ (cm⁻³) | Estimated $n$ | Last resolved line |
|---:|---:|---:|
| $10^{13}$ | 25.0 | 2–24 or 2–25 |
| $10^{15}$ | 13.6 | 2–13 |
| $10^{17}$ | 7.3 | 2–7 |

A hundredfold increase in density divides $n$ by $100^{2/15}\simeq1.85$. The denser atmosphere therefore shows fewer separate Balmer lines.

In the first row $n$ is so close to 25 that the spacing correction decides the result: it merges level 25 with level 26 and leaves 2–24 as the last resolved line.

The last row is the least secure. At $n\simeq7$ the correction $1-9/(4n)$ is already about 0.7, the uniform-field crossing density for $n=7$ exceeds $10^{17}\ \mathrm{cm^{-3}}$ by only 2%, and the uniform-field saddle condition $n>16/3$ is only narrowly met while the single-ion condition $n>12$ is not met. The table also uses the criterion with $F_0$ and edge shifts. The factor of 12 found above for $C$ corresponds to a factor $12^{2/15}\simeq1.4$ in $n$, so the tabulated lines are estimates and not sharp predictions.

A real atmosphere has a range of densities along the line of sight. The single density $N$ used here does not describe that range, and relating it to particular layers would require a model of how the lines form. The main numerical values are collected in the output below.

## Calculated quantities

```
Normal-field coefficient f0: 2.6031 (dimensionless)
f0 from quadrature: 2.6031 (dimensionless)
Most probable field / F0: 1.608
Median field / F0: 2.148
Fraction of atoms with field above F0: 0.891
Same fraction, random ions: 0.890
Prefactor C a0^3: 0.04582 (dimensionless)
Prefactor C: 3.092e+23 cm^-3
log10(C / cm^-3): 23.49
log10 C, most probable field: 23.18
log10 C, median field: 22.99
log10 C, F0 and rms shift: 24.07
Factor on C, most probable field: 0.491
Factor on C, median field: 0.318
Factor on C, rms shift: 3.83
Crossing density / power law, n=10: 0.7978
Crossing density / power law, n=16: 0.8689
Crossing density / power law, n=20: 0.8938
Crossing density / power law, n=40: 0.9454
Crossing density / power law, n=80: 0.9723
Local power, n=10 to 20: -7.336
Local power, n=40 to 80: -7.460
Extrapolated density ratio: 0.9992
Example last resolved upper level n: 16
Example temperature: 10000 K
Merging field 1/(3n^5): 3.179e-07 atomic units
Merging field: 1635 V/cm
Perturber density N, power law: 2.88e+14 cm^-3
Perturber density N, power law: 2.88e+20 m^-3
Density from numerical crossing: 2.50e+14 cm^-3
Electron density, only ions static: 2.88e+14 cm^-3
Electron density, both static: 1.44e+14 cm^-3
Electron pressure, only ions static: 398 dyn/cm^2
Density factor if last n is 17, not 16: 0.635
Density factor if last n is 15, not 16: 1.623
Energy at crossing: -1.850e-03 hartree
Saddle energy at crossing: -1.076e-03 hartree
Perturber distance at merging: 1774 bohr
Mean relative speed, protons: 0.00937 atomic units
Mean relative speed, electrons: 0.284 atomic units
Static parameter S, protons: 23.1
Static parameter S, electrons: 0.76
Ion-sphere radius: 9.39e-06 cm
Electron Debye length: 4.07e-05 cm
Ion-sphere radius / Debye length: 0.23
Vacuum wavelength of line 2-16: 370.49 nm
Vacuum wavelength of line 2-17: 369.82 nm
Gap between these lines: 0.670 nm
Thermal Doppler full width at half maximum: 0.0264 nm
Estimated n at N=1e+13 cm^-3: 25.0
Estimated n at N=1e+15 cm^-3: 13.6
Estimated n at N=1e+17 cm^-3: 7.3
```
